# Solder joints between circular pads: constant-curvature shapes and force versus standoff

A drop of molten solder of fixed volume $V$ joins two equal, coaxial, parallel circular pads of radius $a$, a standoff $h$ apart. The solder wets both pads completely, and its contact lines are pinned at the pad edges. The surface tension $\gamma$ is uniform and isotropic, and gravity inside the liquid is neglected. The wetted pad areas are constant, so the energy that varies is $U=\gamma\times$(free surface area). The formulas contain no physical constants; they hold in atomic units and equally with energies in eV and lengths in Å.

The free surface is $r(z)$, with $z=0$ at the midplane and $r(\pm h/2)=a$. A prime is $d/dz$, and $S=\sqrt{1+r'^2}$.

## (a) Which equation does the equilibrium profile obey, and what is its first integral?

**Solution.** With a multiplier $p$ for the volume, make stationary
$$\Lambda=\int f\,dz+pV,\qquad f=2\pi\gamma rS-\pi p r^2 .$$
Since $\partial f/\partial r'=2\pi\gamma rr'/S$ and $(r'/S)'=r''/S^3$, the Euler–Lagrange equation is
$$2\pi\gamma S-2\pi pr=2\pi\gamma\left(\frac{r'^2}{S}+\frac{rr''}{S^3}\right).$$
Using $S-r'^2/S=1/S$ and dividing by $2\pi r$,
$$p=\gamma\left(\frac{1}{rS}-\frac{r''}{S^3}\right).$$
The bracket is the sum of the two principal curvatures. It is the same at every point, so the surface has constant mean curvature.

Because $f$ does not contain $z$ explicitly, $f-r'\,\partial f/\partial r'$ is constant along a solution. Call it $T$:
$$T=2\pi\gamma r\left(S-\frac{r'^2}{S}\right)-\pi pr^2=\frac{2\pi\gamma r}{S}-\pi pr^2 .$$

## (b) What do $p$ and $T$ mean physically?

**Solution.** Put $z=h\zeta$, so that the range of $\zeta$ has fixed length 1:
$$\Lambda=2\pi\gamma\int r\sqrt{h^2+r_\zeta^2}\,d\zeta-p\left(\pi h\int r^2d\zeta-V\right).$$
At equilibrium $\Lambda=U$. When $h$ or $V$ changes, the accompanying changes of $r(\zeta)$ and $p$ contribute nothing at first order, because $\Lambda$ is stationary in both. Only the explicit dependence remains. With $\sqrt{h^2+r_\zeta^2}=hS$,
$$\left.\frac{\partial U}{\partial h}\right|_V=\int\left(\frac{2\pi\gamma r}{S}-\pi pr^2\right)d\zeta=T,\qquad \left.\frac{\partial U}{\partial V}\right|_h=p .$$
Thus $p$ is the excess pressure in the liquid, and $T$ is the outward force needed to hold the pads at standoff $h$. Positive $T$ means that the joint pulls the pads together. At the pad edge, $2\pi\gamma a/S$ is the axial pull of the surface and $\pi a^2p$ is the push of the liquid on the pad.

## (c) Express $p$ and $T$ through radii, and classify the shapes.

**Solution.** Consider profiles symmetric about the midplane, with midplane radius $b$. Where $r'=0$, $S=1$ and the first integral reads
$$pr^2-2\gamma r+T/\pi=0 .$$
One root is $b$. Let $c$ be the other, which may be negative. The sum and product of the roots give
$$p=\frac{2\gamma}{b+c},\qquad T=\pi p\,bc=\frac{2\pi\gamma bc}{b+c}.$$
The value $c=b$ is a cylinder and $c=0$ a sphere. Other positive $c$ give unduloids, $|c|\to\infty$ gives the catenoid with $p=0$, and negative $c$ gives nodoids. A bulging nodoid, with $-b<c<0$, has $p>0$ and pushes the pads apart. A necked nodoid, with $c<-b$, has $p<0$ and pulls.

## (d) Find the standoff, area and volume as functions of $b$ and $c$.

**Solution.** Solving the first integral for $1/S$ gives
$$\frac1S=\frac{T+\pi pr^2}{2\pi\gamma r}=\frac{r^2+bc}{(b+c)r}.$$
Hence
$$r'^2=S^2-1=\frac{(b+c)^2r^2-(r^2+bc)^2}{(r^2+bc)^2}=\frac{(r^2-b^2)(c^2-r^2)}{(r^2+bc)^2}.$$
Substitute $r^2=b^2\cos^2t+c^2\sin^2t$, with $t=0$ at the midplane. Then $r^2-b^2=(c^2-b^2)\sin^2t$, $c^2-r^2=(c^2-b^2)\cos^2t$ and $r\,dr=(c^2-b^2)\sin t\cos t\,dt$, so $|dr|/\sqrt{(r^2-b^2)(c^2-r^2)}=dt/r$. Since $1/S>0$, $r^2+bc$ has the sign $s$ of $b+c$. On the upper half, therefore,
$$dz=s\left(r+\frac{bc}{r}\right)dt,\qquad d\ell=S\,dz=|b+c|\,dt ,$$
where $\ell$ is arc length.

Write $r=b\Delta$, $\Delta=\sqrt{1-m\sin^2t}$, $m=1-c^2/b^2$. The edge $r=a$ lies at $t=\tau$, where
$$\sin^2\tau=\frac{b^2-a^2}{b^2-c^2},\qquad 0<\tau\le\pi/2 ,$$
which admits at most half a period on each side of the midplane. With the elliptic integrals $E=\int_0^\tau\Delta\,dt$ and $F=\int_0^\tau dt/\Delta$, counting both halves gives
$$h=2s(bE+cF),\qquad \text{area}=2\int_0^\tau2\pi r\,|b+c|\,dt=4\pi|b+c|\,bE .$$

The volume is $V=2\pi s\int_0^\tau(r^3+bcr)\,dt$. Differentiation shows that
$$\frac{d}{dt}(m\sin t\cos t\,\Delta)=3\Delta^3-(4-2m)\Delta+\frac{1-m}{\Delta},$$
so
$$\int_0^\tau\Delta^3dt=\tfrac13\left[(4-2m)E-(1-m)F+m\sin\tau\cos\tau\,\Delta(\tau)\right].$$
Multiply by $b^3$. Then $b^3(4-2m)=2b^3+2bc^2$, $b^3(1-m)=bc^2$ and $b^3m\Delta(\tau)=(b^2-c^2)a$. Also $\cos^2\tau=(a^2-c^2)/(b^2-c^2)$, and $b^2-c^2$ has the sign of $b-a$. Adding $b^2cE$ from the second term,
$$V=\frac{2\pi s}{3}\Big[b(2b^2+3bc+2c^2)E-bc^2F+\mathrm{sgn}(b-a)\,a\sqrt{(b^2-a^2)(a^2-c^2)}\Big].$$
For given $V$ and $b\ne a$ this equation is solved for $c$; then $h$ and $T$ follow. For the cylinder, $b=c=a$, $\tau$ is undetermined and $h=V/\pi a^2$ directly. Varying $b$ traces the force–standoff curve.

## (e) Where does an unloaded joint sit, and how stiff is it?

**Solution.** $T=0$ requires $c=0$, a sphere of radius $b$. Let $k=\sqrt{b^2-a^2}$, which equals $h_0/2$ for the free joint. The volume of the spherical zone is
$$V=\pi a^2h_0+\frac{\pi h_0^3}{6}.$$
Setting $h_0=2\sqrt2\,a\sinh u$ turns $h_0^3+6a^2h_0=6V/\pi$ into $4\sqrt2\,a^3(4\sinh^3u+3\sinh u)=6V/\pi$. The bracket is $\sinh3u$, so
$$h_0=2\sqrt2\,a\,\sinh\left[\frac13\,\mathrm{arsinh}\frac{3V}{2\sqrt2\,\pi a^3}\right].$$

For the stiffness take small $c$. Both $m$ and $\sin\tau=k/b$ change only at order $c^2$, so set $m=1$, $\Delta=\cos t$. Then $E=\sin\tau=k/b$ and $F=\mathrm{artanh}(k/b)=\sigma$, with $\sinh\sigma=k/a$ and $\cosh\sigma=b/a$. To first order in $c$,
$$\frac h2=k+c\sigma,\qquad \frac{V}{2\pi}=b^2k-\frac{k^3}{3}+bck=a^2k+\frac{2k^3}{3}+bck .$$
At fixed $V$, about $c=0$, $(a^2+2k^2)\,dk=-bk\,dc$. Hence
$$dh=2\left(\sigma-\frac{bk}{a^2+2k^2}\right)dc=(2\sigma-\tanh2\sigma)\,dc ,$$
because $bk/(a^2+2k^2)=\sinh\sigma\cosh\sigma/\cosh2\sigma$. With $dT=2\pi\gamma\,dc$,
$$K_0=\left.\frac{dT}{dh}\right|_{h_0}=\frac{2\pi\gamma}{2\sigma-\tanh2\sigma},\qquad \sinh\sigma=\frac{h_0}{2a}.$$
Since $\tanh x<x$ for $x>0$, $K_0$ is positive: the free joint resists both compression and stretching.

For a squat joint, $2\sigma-\tanh2\sigma\simeq(2\sigma)^3/3$ and $2\sigma\simeq h_0/a$, so $K_0\simeq6\pi\gamma a^3/h_0^3$. Halving the standoff of squat joints on the same pads makes them about eight times stiffer.

## (f) What is the stiffness when the joint is a cylinder?

**Solution.** Here $h=V/\pi a^2$, $p=\gamma/a$ and $T=\pi\gamma a$. Let $r=a+u$, $p=\gamma/a+\gamma q$ and $x=h/2a$. To first order the shape equation is
$$u''+\frac{u}{a^2}=-q,\qquad u=a^2q\left[\frac{\cos(z/a)}{\cos x}-1\right],$$
where the edge condition $u(\pm h/2)=0$ has been used. Then $\int u\,dz=2a^3q(\tan x-x)$. Constant volume requires $\pi a^2\delta h+2\pi a\int u\,dz=0$, so $\delta h=-4a^2q(\tan x-x)$. At the edge $S$ changes only at second order, giving $\delta T=-\pi a^2\gamma q$. Therefore
$$K_{\rm cyl}=\frac{\pi\gamma}{4(\tan x-x)} .$$
It is positive for $h<\pi a$ and negative for $\pi a<h<2\pi a$.

## (g) Over what range is the curve stable?

**Solution.** Change the radius by $\varepsilon u(z)\cos n\phi$, with $u=0$ at the pads. The area element is $\sqrt{r^2(1+r_z^2)+r_\phi^2}\,dz\,d\phi$. In the second derivative of $rS-(p/2\gamma)r^2$, the coefficients of $u'^2$, $2uu'$ and $u^2$ are $r/S^3$, $r'/S$ and $-p/\gamma$. Integrating the middle term by parts turns the coefficient of $u^2$ into $-(p/\gamma+r''/S^3)=-1/(rS)$, by the shape equation. The angular slope adds $n^2u^2/(rS)$. Up to a positive factor, the second variation is
$$Q_n=\int\left[\frac{r\,u'^2}{S^3}+\frac{(n^2-1)u^2}{rS}\right]dz .$$

*Non-axisymmetric changes, $n\ge1$.* Both terms are non-negative, and $Q_n=0$ would need $u'=0$, hence $u=0$. Every profile that is a graph $r(z)$ is stable against them.

*Odd changes, $n=0$.* These conserve volume at first order. Differentiating the shape equation shows that $r'$ satisfies the equation for a zero mode of $Q_0$. Writing $u=r'w$ and integrating by parts gives $Q_0=\int(r/S^3)\,r'^2w'^2dz>0$, provided $r'\ne0$ from just off the midplane up to and including the edge, that is, $\tau<\pi/2$. For the cylinder, where $r'$ vanishes everywhere, the lowest odd mode $\sin(2\pi z/h)$ gives stability for $h<2\pi a$ directly.

*Even changes, $n=0$.* An even zero mode that conserves volume amounts to changing $b$ and $p$ while leaving $a$, $h$ and $V$ unchanged at first order. On a regular fixed-volume curve this happens where $dh=0$, at a fold. A cylinder with $h<\pi a$ has $Q_0>0$ for even changes, since $\int u'^2dz\ge(\pi/h)^2\int u^2dz$. By continuity, the curve through it keeps this stability against even changes up to the fold. The fold is the stability limit only if $\tau$ stays below $\pi/2$ on the way. For long joints it does not. At $\tau=\pi/2$, $r'$ vanishes at the edges and is itself an odd zero mode. At $V=9.5a^3$, for example, this happens at $h\simeq4.70a$, before the fold at $4.74a$, which then lies outside the range of (d).

Two further limits matter. On compression, the surface becomes tangent to the pad plane when $1/S=0$ at the edge, or $a^2+bc=0$; beyond this the solder would overhang the pad and the profile is no longer a graph. At this limit a rigid sideways shift of the surface, whose normal displacement is proportional to $\cos\phi/S$, vanishes at both edges. It is therefore an $n=1$ zero mode, and stability against $n=1$ changes ends here even on a raised pad. A sufficiently squat joint meets the same condition on stretching too, as a necked nodoid with $c<-b$, before any fold; beyond that the surface would have to cut into the pad, so the pinned solution ends there. If the pulling force is prescribed instead of $h$, stability against changes of $h$ also needs $dT/dh>0$, so it ends at the maximum of $T$. Sideways shifts and tilts of the pads are not covered here.

## (h) Evaluate a joint with $\gamma=0.03$ eV/Å², $a=10^5$ Å and $V=4\times10^{15}$ Å³.

**Solution.** These are round model values. For a liquid density $\rho=4$ u/Å³ and standard gravity $g$, the Bond number $\rho ga^2/\gamma$ is $1.4\times10^{-5}$, so neglecting gravity in the liquid is justified.

Since $V/a^3=4$, the argument of arsinh in (e) is $12/(2\sqrt2\,\pi)=1.350$, and
$$h_0=1.069\times10^5\ \text{Å}\quad(10.69\ \mu\text{m}).$$
Then $\sigma=0.5120$, $2\sigma-\tanh2\sigma=0.2525$ and
$$K_0=\frac{2\pi(0.03)}{0.2525}=0.746\ \text{eV/Å}^2\quad(11.96\ \text{N/m}).$$
The cylinder occurs at $h=1.273\times10^5$ Å, with $T=9425$ eV/Å and $K_{\rm cyl}=0.229$ eV/Å², less than a third of $K_0$.

For other standoffs, the equations of (d) were solved by numerical root finding. Lengths are in $10^5$ Å and $T$ in eV/Å:

| $h$ | $b$ | $c$ | $T$ |
|---|---|---|---|
| 0.80 | 1.339 | −0.697 | −27371 |
| 0.90 | 1.262 | −0.515 | −16390 |
| 1.00 | 1.185 | −0.248 | −5900 |
| 1.20 | 1.045 | 0.606 | 7231 |
| 1.40 | 0.929 | 1.656 | 11222 |
| 1.60 | 0.834 | 2.265 | 11488 |
| 2.00 | 0.678 | 2.054 | 9609 |

As a sample, at $h=1.2\times10^5$ Å, $bc/(b+c)=0.3836\times10^5$ Å. Multiplying by $2\pi\gamma=0.1885$ eV/Å² gives 7231 eV/Å.

The curve is strongly asymmetric. Compression ends at $h=0.772\times10^5$ Å with a push of 30188 eV/Å. The largest pull, located by numerical maximisation, is 11600 eV/Å ($1.86\times10^{-5}$ N) at $h=1.52\times10^5$ Å. Under a prescribed force the joint cannot be stretched stably past this point.

Under a prescribed standoff it continues to the fold at $h=2.79\times10^5$ Å, where $b=0.296\times10^5$ Å and $T=4389$ eV/Å. From $T$ and $b$ there, $c\simeq1.1a$. This exceeds $a$, so $\tau<\pi/2$ and the odd mode is still stable at the fold. At the midplane $T=2\pi\gamma b-\pi b^2p$. Between the maximum and the fold the first term falls from 16407 to 5575 eV/Å, and the second from 4807 to 1186 eV/Å. The pull drops because, as the neck shrinks, the axial pull of the surface falls by more than the opposing push of the pressure.

Finally, let a weight push on the joint with 2000 eV/Å. The linear estimate of the standoff loss is $2000/0.746\simeq2680$ Å, while the full curve gives 2547 Å. The linear estimate is 5% too large, relative to the full result, because the joint stiffens as it is first compressed: between $h=1.0$ and $0.9\times10^5$ Å the mean slope of the table is already 1.05 eV/Å². The stiffening does not continue to the end. The slope peaks at about 1.12 eV/Å² near $h=0.88\times10^5$ Å and falls to about 1.0 eV/Å² at the compression limit.

These forces belong to the molten joint. If the pads are free to move, they set the standoff at which solidification begins, not the volume change on freezing or the stress in the solid afterwards. The curve also fails if a contact line leaves the pad edge, or if reaction with the pad changes $V$ or $\gamma$ during the motion. On pads flush with a surrounding surface, the line leaves the edge on compression once the angle between pad plane and free surface, measured through the liquid, exceeds the advancing contact angle of that surface. This angle is 118° for the free joint, 131° at $h=1.0\times10^5$ Å and 152° at $0.9\times10^5$ Å. On such pads the pinned curve can therefore end well before the geometric compression limit, and if the advancing angle is below 118° even the unloaded joint is not pinned.

Numerical values quoted here were computed with a short program.
